# Why a Defect Eigenvalue Is Not Generally a Charge-Transition Level

Let a defect have a neutral state with $N$ electrons and relaxed geometry $R_0$, and a positive state with $N-1$ electrons and relaxed geometry $R_+$. Its thermodynamic level $\varepsilon(+/0)$, measured from the valence-band maximum $E_V$, is related to the occupied defect eigenvalue $e_{\rm occ}$ of the neutral state by

$$\varepsilon(+/0)+E_V=e_{\rm occ}-S+\rho+\lambda_+ .\qquad(1)$$

Here $S$ comes from the curvature of the energy at frozen orbitals, $\rho\ge0$ is the orbital relaxation energy and $\lambda_+\ge0$ the structural relaxation energy of the positive state. The eigenvalue equals the level only if $S=\rho+\lambda_+$.

The three terms are not three independent errors. If the energy at fixed geometry is linear in the occupation of the defect orbital, then $S=\rho$: the eigenvalue already contains orbital relaxation, and structural relaxation alone separates it from the level.

## What the level means

The formation energy in charge state $q$ is

$$E_f(q)=E(q)-E_{\rm host}-\sum_i n_i\mu_i+q(E_V+E_F),$$

where $n_i$ atoms of chemical potential $\mu_i$ have been added and the Fermi energy $E_F$ is measured from $E_V$. The level is the $E_F$ at which $E_f(+)=E_f(0)$. The host energy and the $\mu_i$ are the same on both sides and cancel, leaving $E(+)+E_V+E_F=E(0)$, so

$$\varepsilon(+/0)=E(N,R_0)-E(N-1,R_+)-E_V.\qquad(2)$$

Subtracting the formation energies gives $E_f(+)-E_f(0)=E_F-\varepsilon(+/0)$. The positive state is stable below the level, the neutral state above it. Vibrations and temperature are left out.

## A counter-example

Take a closed ring of 24 sites with energies alternating between $+0.15$ and $-0.15$ Ry and nearest-neighbour hopping matrix element $-0.10$ Ry. Electrons are spinless. With 12 electrons this is a host with a gap. Replace one high-energy site, called site 0, by a donor orbital of energy 0.06 Ry that brings one electron, so the neutral defect has 13. These are round model parameters and describe no particular material.

With density matrix $P$, site occupations $n_i=P_{ii}$ and a local distortion $Q$, the energy is

$$E=\sum_{ij}h_{ij}P_{ij}+\tfrac12\sum_{ij}V_{ij}(n_i-z_i)(n_j-z_j)-\tfrac{\alpha}{2}\sum_{ij}V_{ij}P_{ij}^2+\tfrac12KQ^2-gQn_0 .$$

The core charge $z_i$ is 1 on low-energy sites and on the donor, 0 elsewhere. The repulsion is $V_{ij}=U/\sqrt{1+(d_{ij}/a)^2}$, with $d_{ij}$ the shortest distance along the ring, $U=0.20$ Ry and $a=0.5$ site spacing. The lattice parameters are $K=0.25$ Ry/bohr² and $g=0.15$ Ry/bohr. The number $\alpha$ is the fraction of Fock exchange. Begin with $\alpha=0$, the Hartree functional, in which an electron repels itself.

**Frozen orbitals.** The eigenvalues belong to the matrix $F_{ij}=\partial E/\partial P_{ij}$:

$$F_{ij}=h_{ij}+\delta_{ij}\sum_kV_{ik}(n_k-z_k)-\alpha V_{ij}P_{ij}-gQ\,\delta_{i0}\delta_{j0}.$$

Remove the electron in the defect orbital $\phi$ without changing any other orbital, so that $\Delta P_{ij}=-\phi_i\phi_j$. The part of $\Delta E$ linear in $\Delta P$ is $-\sum_{ij}F_{ij}\phi_i\phi_j=-e_{\rm occ}$. The quadratic part has a Hartree and an exchange piece, and both contain the same product, since $(\phi_i\phi_j)^2=\phi_i^2\phi_j^2$. Therefore

$$E_{\rm fr}(N-1)-E(N)=-e_{\rm occ}+S,\qquad S=\tfrac12(1-\alpha)J,\qquad J=\sum_{ij}V_{ij}\phi_i^2\phi_j^2 .$$

There is no higher term, because $E$ is quadratic in $P$. For $\alpha=0$ the result is $J=0.1377$ Ry and $S=0.0688$ Ry.

**Orbital relaxation.** Letting the remaining orbitals adjust at the neutral geometry lowers the energy by $\rho=0.0039$ Ry. Measured from $E_V$, the eigenvalue is 0.1984 Ry, and the vertical removal energy is

$$0.1984-0.0688+0.0039=0.1334\ {\rm Ry},$$

where the last digit reflects the unrounded values.

**Structural relaxation.** Setting $\partial E/\partial Q=0$ gives $Q=gn_0/K$. The distortion is 0.582 bohr in the neutral state and 0.172 bohr in the positive one, so the donor-site occupations are $n_0=KQ/g=0.97$ and $0.29$. Relaxation of the positive state yields $\lambda_+=0.0187$ Ry.

This size can be checked by a bound. After minimization over $P$, the energy is $\tfrac12KQ^2+W(Q)$. For each fixed $P$, the quantity minimized in $W$ is linear in $Q$, and a minimum over linear functions is concave. The total curvature in $Q$ is thus at most $K$. Since the slope vanishes at the positive minimum, $\lambda_+\le\tfrac12K(0.582-0.172)^2=0.021$ Ry, as found.

**The level.** Adding the last term,

$$\varepsilon(+/0)=0.1334+0.0187=0.1521\ {\rm Ry}=2.07\ {\rm eV},$$

whereas the eigenvalue lies at 2.70 eV. The difference of 0.63 eV changes a physical prediction. Put the Fermi energy at 0.1752 Ry, between the two. Someone who takes the eigenvalue for the level concludes that $E_F$ is below it and that the defect is positive. The total energies give $E_f(+)-E_f(0)=0.0231$ Ry: the neutral state is the more stable of the two, by about 0.31 eV.

## The general statement and its proof

Equation (1) is not tied to this model. Assume a Kohn-Sham or generalized Kohn-Sham functional that is smooth in the occupation $f$ of a nondegenerate defect orbital, with $f=1$ neutral and $f=0$ positive. Assume also that each state is the energy minimum for its electron number. Define

$$S=E_{\rm fr}(N-1,R_0)-E(N,R_0)+e_{\rm occ},$$
$$\rho=E_{\rm fr}(N-1,R_0)-E(N-1,R_0),$$
$$\lambda_+=E(N-1,R_0)-E(N-1,R_+).$$

In the combination $-S+\rho+\lambda_+$ the frozen energy cancels, and so does $E(N-1,R_0)$. What remains is $E(N,R_0)-e_{\rm occ}-E(N-1,R_+)$. Adding $e_{\rm occ}$ and using (2) gives (1).

The signs follow from minimization. The frozen state is one of the states allowed in the search for the minimum at $R_0$, so $\rho\ge0$. Likewise $R_0$ is one of the geometries allowed to the positive state, so $\lambda_+\ge0$.

It remains to show that $S$ measures curvature, and how it combines with $\rho$. This needs Janak's theorem. Write $P=\sum_i f_i|i\rangle\langle i|$, where the orbitals are eigenfunctions of $F=\partial E/\partial P$ with eigenvalues $e_i$. At fixed geometry,

$$dE={\rm Tr}(F\,dP)=\sum_i e_i\,df_i+\sum_i f_ie_i\,d\langle i|i\rangle .$$

The last sum vanishes because the orbitals stay normalized. Hence $dE/df=e(f)$ at any $f$ where the orbitals are self-consistent: their first-order change does not contribute.

Let $E_{\rm fr}(f)$ be the energy with all orbitals frozen in their neutral form. Its slope at $f=1$ is $e_{\rm occ}$. Integration by parts gives

$$\int_0^1 fE_{\rm fr}''\,df=E_{\rm fr}'(1)-[E_{\rm fr}(1)-E_{\rm fr}(0)]=S,$$

so $S$ is half the average of the frozen curvature taken with the normalized weight $2f$; a constant curvature $C$ gives $S=C/2$. The same step with relaxed orbitals, where $E'=e(f)$, gives

$$\int_0^1 f e'(f)\,df=e_{\rm occ}-[E(N,R_0)-E(N-1,R_0)]=S-\rho .\qquad(3)$$

The total curvature at fixed geometry therefore contributes $S-\rho$: orbital relaxation is the part that reduces the frozen curvature. In the Hartree example the slope $e'(1)$ is 0.1320 Ry, below the frozen value $J=0.1377$ Ry.

If $e(f)$ were a straight line, its average over $f$ would be its value at $f=\tfrac12$. That value is 0.1330 Ry above $E_V$, against a vertical removal energy of 0.1334 Ry. Half occupation thus removes most of the curvature error here, but it still leaves out $\lambda_+$.

## The empty eigenvalue

One can also start from the positive state at $R_+$ and add an electron. With $\lambda_0=E(N,R_+)-E(N,R_0)\ge0$ and $e_{\rm emp}=e(0;R_+)$,

$$\varepsilon(+/0)+E_V=\int_0^1e(f;R_+)\,df-\lambda_0=e_{\rm emp}+\int_0^1(1-f)e'(f;R_+)\,df-\lambda_0 .\qquad(4)$$

The second form follows by parts, since $\int_0^1(1-f)e'\,df=-e(0)+\int_0^1e\,df$. If the derivative of the energy with respect to electron number jumps at an integer, $e(0)$ must be read as the limit $f\to0^+$, which need not be the eigenvalue calculated for the positive state itself.

In the Hartree case the empty eigenvalue is 0.1053 Ry above $E_V$, the level 0.1521 Ry and the occupied eigenvalue 0.1984 Ry. Both eigenvalues miss, on opposite sides. The integrated eigenvalues in (3) and (4) were tested against total-energy differences and agree within $10^{-7}$ Ry for all four values of $\alpha$ considered.

## Linearity and accidental agreement

If $e(f)$ is constant at both geometries, the integrals in (3) and (4) vanish and

$$e_{\rm occ}=\varepsilon(+/0)+E_V-\lambda_+,\qquad e_{\rm emp}=\varepsilon(+/0)+E_V+\lambda_0 .$$

The order is now reversed: the occupied eigenvalue lies below the level and the empty one above it. In the model, $\alpha=0.996$ makes $e_{\rm occ}$ equal to the vertical removal energy at $R_0$. The eigenvalue there is constant within about $10^{-5}$ Ry at the three occupations $f=0,\tfrac12,1$. Above $E_V$, the occupied eigenvalue, the level and the empty eigenvalue are 0.1959, 0.2213 and 0.2492 Ry. The lower spacing is $\lambda_+=0.0253$ Ry and the upper one $\lambda_0=0.0279$ Ry. The occupied eigenvalue is still 0.34 eV from the level, although the vertical error has been removed.

That $\alpha$ lies so close to 1 reflects the small orbital relaxation in this model. At $\alpha=1$ the frozen curvature is zero and $\rho$ is only 0.0003 Ry. The condition $S=\rho$ reads $1-\alpha=2\rho/J$, which with $J\approx0.14$ Ry gives about 0.004. A defect with a larger ratio $\rho/J$ would need an $\alpha$ further from 1, so the value found here belongs to this model and is not a rule for real hosts.

At $\alpha=0.664$ the occupied eigenvalue and the level coincide at 2.68 eV. The terms have not vanished; they cancel:

$$S=0.02395\ {\rm Ry},\qquad \rho+\lambda_+=0.00074+0.02320=0.02394\ {\rm Ry},$$

equal within rounding. The vertical removal energy, 0.1739 Ry, remains 0.0232 Ry below the eigenvalue. Even the empty eigenvalue, 0.1980 Ry, lies within 0.001 Ry of the level at 0.1971 Ry. Agreement of eigenvalues with the level is therefore no proof of a linear functional.

Nor does it show that the level is right. Between $\alpha=0$ and $\alpha=1$ the calculated level moves from 2.07 to 3.02 eV above $E_V$. Equation (1) relates quantities within one functional and does not say which functional is accurate.

## Why a band edge behaves differently

The frozen term depends on how far the orbital extends. At the top of the host valence band, the orbital alternates in sign over the $M$ low-energy sites ($M$ even), and the hopping contributions at each site between them cancel. Its density is $1/M$ on each low-energy site, so at $\alpha=0$

$$S_{\rm host}=\frac{1}{2M}\sum_j V_{0j},$$

where the sum runs over the low-energy sites and 0 here labels one of them. At large distance $V\propto1/d$, so the sum grows as $\ln M$ and $S_{\rm host}$ falls as $(\ln M)/M$. From 24 to 96 sites it drops from 0.0180 to 0.0060 Ry. The defect's $S$ stays at 0.0688 Ry, because its orbital remains localized. Using an eigenvalue for $E_V$ thus has a justification, as far as this frozen term goes, that does not carry over to the defect.

## Conditions

For another pair of charge states $q+1$ and $q$, the same proof holds with $N$ the electron number of state $q$. If the removed electron comes from a different orbital as $f$ changes, or the defect orbital is degenerate, the path in $f$ must be followed through the crossing before (3) can be used.

The ring is a single closed system. In a periodic supercell a charged defect also interacts with its images and with the compensating background. The total energies, and the eigenvalues of charged cells, then need electrostatic corrections before they are inserted in (1) or (4). The complete set of values for the four functionals is in the numerical output below.

## Values computed for the example and the checks

```
ring sites 24; electrons in neutral defect 13
host site energies +/-0.15 Ry; hopping 0.10 Ry
donor site energy 0.06 Ry
on-site repulsion 0.20 Ry; softening 0.5 spacing
stiffness 0.25 Ry/bohr^2; coupling 0.15 Ry/bohr
1 Ry = 13.605693 eV
[Hartree] exchange fraction alpha = 0.0000
  host band edges: E_V -0.15887, E_C 0.15887 Ry
  above E_V: occupied eigenvalue 0.19836 Ry
  above E_V: vertical removal 0.13338 Ry
  above E_V: transition level 0.15209 Ry
  above E_V: empty eigenvalue 0.10529 Ry
  S 0.06884, rho 0.00386 Ry
  lam_plus 0.01871, lam_zero 0.02039 Ry
  eigenvalue 2.699, level 2.069, difference 0.630 eV
[accidental] exchange fraction alpha = 0.6639
  host band edges: E_V -0.28071, E_C 0.14793 Ry
  above E_V: occupied eigenvalue 0.19706 Ry
  above E_V: vertical removal 0.17385 Ry
  above E_V: transition level 0.19706 Ry
  above E_V: empty eigenvalue 0.19801 Ry
  S 0.02395, rho 0.00074 Ry
  lam_plus 0.02320, lam_zero 0.02562 Ry
  eigenvalue 2.681, level 2.681, difference 0.000 eV
[tuned] exchange fraction alpha = 0.9957
  host band edges: E_V -0.34319, E_C 0.14405 Ry
  above E_V: occupied eigenvalue 0.19594 Ry
  above E_V: vertical removal 0.19594 Ry
  above E_V: transition level 0.22128 Ry
  above E_V: empty eigenvalue 0.24916 Ry
  S 0.00031, rho 0.00031 Ry
  lam_plus 0.02534, lam_zero 0.02789 Ry
  eigenvalue 2.666, level 3.011, difference -0.345 eV
[full exchange] exchange fraction alpha = 1.0000
  host band edges: E_V -0.34400, E_C 0.14400 Ry
  above E_V: occupied eigenvalue 0.19593 Ry
  above E_V: vertical removal 0.19623 Ry
  above E_V: transition level 0.22160 Ry
  above E_V: empty eigenvalue 0.24984 Ry
  S 0.00000, rho 0.00031 Ry
  lam_plus 0.02537, lam_zero 0.02791 Ry
  eigenvalue 2.666, level 3.015, difference -0.349 eV
Hartree: J 0.13768 Ry; donor-site weight 0.698
Hartree: Q neutral 0.5819, positive 0.1716 bohr
Hartree: slope de/df at f=1 0.13199 Ry
Hartree: e-E_V at f=0, 1/2, 1: 0.07006, 0.13296, 0.19836 Ry
tuned: e-E_V at f=0, 1/2, 1: 0.19593, 0.19594, 0.19594 Ry
host frozen term, 24 and 96 sites: 0.01805, 0.00596 Ry
defect frozen term, same sizes: 0.06884, 0.06885 Ry
Hartree level above E_V, 96 sites: 0.15215 Ry
Hartree: test Fermi energy 0.17523 Ry
  there E_f(+) - E_f(0) = 0.02313 Ry
```
